# Bohm Criterion for a Steady Sheath, with a Low-k Charging Example

## 1. A small potential drop

Take a plasma with equal ion and electron densities \(n_s\) and let the potential fall slightly, by \(\delta\), towards a negative wall. The ions are cold, singly charged, of mass \(M\), and all move towards the wall at speed \(u_s\). Energy conservation gives

\[
\tfrac12 M(u_s+\delta u)^2=\tfrac12 Mu_s^2+e\delta
\quad\Rightarrow\quad
\frac{\delta u}{u_s}\simeq\frac{e\delta}{Mu_s^2}.
\]

Their flux \(nu\) is constant, so their density falls by the same fraction, \(e\delta/(Mu_s^2)\). Electrons in Boltzmann equilibrium at temperature \(T_e\) have density proportional to \(\exp(e\phi/k_BT_e)\), which falls by the fraction \(e\delta/(k_BT_e)\).

A sheath that shields a negative wall needs positive space charge, so the ions must not thin out faster than the electrons:

\[
\frac{e\delta}{Mu_s^2}\le\frac{e\delta}{k_BT_e}
\quad\Rightarrow\quad
u_s\ge c_s\equiv\sqrt{\frac{k_BT_e}{M}} .
\]

Slow ions gain a large fraction of their speed from a small drop and are rarefied strongly. This first-order argument leaves open the case of equality and the behaviour at large drops.

## 2. Statement and equations

The sheath is steady, planar, collisionless and free of ionization. At its edge the densities are equal, \(\phi=0\), and the field vanishes on the scale of the Debye length. This last condition is the limit of a Debye length much smaller than the plasma. The claim is:

*A non-constant sheath whose potential falls monotonically to a negative wall exists if and only if \(u_s\ge c_s\).*

What is proved here is the existence of a steady profile; growth in time is a separate question, examined for uniform flow in Section 5.

Define

\[
\chi=-\frac{e\phi}{k_BT_e},\quad
m=\frac{u_s}{c_s},\quad
\lambda_D=\sqrt{\frac{\varepsilon_0k_BT_e}{n_se^2}},\quad
\xi=\frac{x}{\lambda_D},
\]

with \(x\) increasing towards the wall, so that \(\chi\) is positive in the sheath. Ion energy conservation, \(\tfrac12Mu^2=\tfrac12Mu_s^2+k_BT_e\chi\), gives \(u=u_s\sqrt{1+2\chi/m^2}\). With \(n_iu=n_su_s\),

\[
\frac{n_i}{n_s}=\left(1+\frac{2\chi}{m^2}\right)^{-1/2},\qquad
\frac{n_e}{n_s}=e^{-\chi}.
\]

Poisson's equation is \(\phi''=-e(n_i-n_e)/\varepsilon_0\). Replacing \(\phi\) by \(-k_BT_e\chi/e\) reverses the sign, and measuring length in \(\lambda_D\) removes the constants:

\[
\frac{d^2\chi}{d\xi^2}=\left(1+\frac{2\chi}{m^2}\right)^{-1/2}-e^{-\chi}.
\]

## 3. The first integral

Multiply by \(\chi'=d\chi/d\xi\). The left side becomes \((\chi'^2/2)'\). Integrate from the edge, where the slope is \(\chi'_0\):

\[
\tfrac12\chi'^2-\tfrac12\chi_0'^2=W(\chi),
\]
\[
W(\chi)=m^2\left[\sqrt{1+\frac{2\chi}{m^2}}-1\right]+e^{-\chi}-1 .
\]

The derivative of \(W\) is the net charge density, and \(W(0)=0\). For small \(\chi\), use \(\sqrt{1+y}=1+y/2-y^2/8+y^3/16-\dots\) with \(y=2\chi/m^2\). The ion and electron parts are

\[
\chi-\frac{\chi^2}{2m^2}+\frac{\chi^3}{2m^4}-\dots,
\qquad
-\chi+\frac{\chi^2}{2}-\frac{\chi^3}{6}+\dots
\]

The linear terms cancel because the edge is neutral. What remains is

\[
W=\frac12\left(1-\frac1{m^2}\right)\chi^2
+\left(\frac1{2m^4}-\frac16\right)\chi^3+\dots
\]

## 4. Proof

**Necessity.** Set \(\chi'_0=0\). Then \(W=\chi'^2/2\) cannot be negative. If \(m<1\), the quadratic coefficient is negative, so \(W<0\) for all sufficiently small non-zero \(\chi\) of either sign. A continuous profile leaving \(\chi=0\) would have to pass through these forbidden values. Only the constant solution is left.

**Sufficiency.** Let \(m\ge1\) and \(\chi>0\). Since \(e^{2\chi}>1+2\chi\ge1+2\chi/m^2\), taking the power \(-1/2\) gives

\[
e^{-\chi}<\left(1+\frac{2\chi}{m^2}\right)^{-1/2}.
\]

Thus \(n_i>n_e\) at every positive \(\chi\), not merely near the edge. \(W\) therefore rises from zero and stays positive, and \(\chi'=\sqrt{2W}\) defines a monotone profile up to any chosen wall potential.

**Approach to the edge.** For \(m>1\), the quadratic term gives \(\chi'\simeq\kappa\chi\) with \(\kappa=\sqrt{1-1/m^2}\), so \(\chi\) decays exponentially away from the wall. At \(m=1.2\), \(\kappa=0.553\) per Debye length.

At \(m=1\) the quadratic term vanishes and the cubic coefficient is \(1/2-1/6=1/3\). Hence \(\chi'=\sqrt{2/3}\,\chi^{3/2}\), and

\[
\frac{d}{d\xi}\chi^{-1/2}=-\tfrac12\chi^{-3/2}\chi'=-\frac1{\sqrt6}
\quad\Rightarrow\quad
\chi\simeq\frac{6}{(\xi_0-\xi)^2},
\]

where \(\xi_0\) is a constant of integration. Equality is therefore allowed, with an algebraic edge. In both cases \(\chi=0\) is reached only at infinite distance in Debye lengths, which is what a field-free edge means.

The threshold can also be seen numerically. The speed at which the net charge density, integrated over potential from 0 to \(\chi\), vanishes is \(0.9675c_s\), \(0.9967c_s\) and \(0.9997c_s\) for \(\chi=0.1\), \(0.01\) and \(0.001\). Setting the expansion of \(W\) to zero near \(m=1\) gives \(1/m^2\simeq1+2\chi/3\), or \(m\simeq1-\chi/3\), which accounts for the approach to one.

## 5. What happens below the Bohm speed

For \(m<1\), the linearized Poisson equation is

\[
\chi''=-\left(\frac1{m^2}-1\right)\chi .
\]

Its solutions oscillate in space. To see whether they grow in time, let \(N\) and \(U\) be small changes of ion density and speed in units of \(n_s\) and \(c_s\), and let \(\psi=e\phi/k_BT_e\). With time in units of \(\lambda_D/c_s\), continuity, momentum and Poisson's equation read

\[
N_t+mN_\xi+U_\xi=0,\quad
U_t+mU_\xi=-\psi_\xi,\quad
-\psi_{\xi\xi}=N-\psi .
\]

For a wave \(e^{i(k\xi-\omega t)}\) they become

\[
(\omega-km)N=kU,\quad(\omega-km)U=k\psi,\quad\psi=\frac{N}{1+k^2},
\]

and elimination gives

\[
(\omega-km)^2=\frac{k^2}{1+k^2}.
\]

Every real \(k\) has real \(\omega\), so uniform flow is linearly stable in this model at any speed. Setting \(\omega=0\) gives \(k^2=1/m^2-1\), the wave number of the spatial oscillation. Sub-Bohm flow can hold an ion-acoustic wave at rest in the wall frame; super-Bohm flow cannot, because it sweeps every such wave downstream.

A periodic numerical solution confirms this. In a box one standing wavelength long for \(m=0.8\), where \(k=0.75\), there are two standing modes. In the same box at \(m=1.2\) there are none. The largest growth rate found, \(1.1\times10^{-15}\,c_s/\lambda_D\), is rounding error.

## 6. A finite field at the edge

If the edge has a slope \(\chi_0'>0\), then \(\chi'^2=\chi_0'^2+2W\), and slow ions can still form a monotone sheath up to any wall potential provided that

\[
\chi_0'^2>-2\min_{\chi>0}W .
\]

Write \(\Delta=1/m^2-1\). Close to the Bohm speed \(W\simeq-\Delta\chi^2/2+\chi^3/3\). Its derivative, \(-\Delta\chi+\chi^2\), vanishes at \(\chi=\Delta\), where \(W=-\Delta^3/6\). The least slope is then

\[
\chi'_{0,\min}\simeq\sqrt{\Delta^3/3}.
\]

At \(m=0.9\) the full \(W\) gives 0.0504. The leading formula, with \(\Delta=0.235\), gives 0.066, about 30% above the full value, so it should be kept for speeds closer to \(c_s\). Direct integration at \(m=0.9\) shows the threshold: with 0.98 of the least slope the potential turns back, and with 1.02 of it the profile reaches \(\chi=3\).

## 7. Why the ions usually arrive near the Bohm speed

The sheath sets a lower bound. The plasma in front of it, the presheath, supplies the speed. Consider a quasineutral presheath with ionization rate \(\nu\) per electron and ions born at rest, described by one mean ion speed. Now let \(m(x)=u/c_s\) be the local speed and \(s=\nu x/c_s\) the distance from the centre. Boltzmann electrons give \(e\phi'=k_BT_en'/n\), so particle and momentum balance are

\[
(nm)'=n,\qquad (nm^2)'=-n',
\]

with primes now denoting \(d/ds\). The second integrates to \(n=n_0/(1+m^2)\), where \(n_0\) is the central density. Inserting this in the first,

\[
\left(\frac{m}{1+m^2}\right)'=\frac{(1-m^2)m'}{(1+m^2)^2}=\frac1{1+m^2}
\quad\Rightarrow\quad
(1-m^2)m'=1+m^2 .
\]

Ions starting from rest accelerate until \(m=1\), where the gradient diverges and quasineutrality fails. The density there is \(n_0/2\), and the distance from the centre is

\[
s=\int_0^1\left(\frac{2}{1+m^2}-1\right)dm=\frac{\pi}{2}-1=0.571 .
\]

In this single-speed model the presheath thus delivers the ions at the smallest speed that a field-free sheath accepts. If each ion instead falls freely from its own birthplace, the speeds are spread and their mean at the edge is about \(1.14c_s\).

For a finite Debye length, the presheath field can be matched to the least sheath field of Section 6. From the density solution,

\[
-\frac{n'}{n}=\frac{2mm'}{1+m^2}=\frac{2m}{1-m^2}.
\]

In sheath units this is multiplied by \(\epsilon=\lambda_D\nu/c_s\). Near \(m=1\), \(1-m^2\simeq\Delta\), so

\[
\frac{2\epsilon}{\Delta}=\sqrt{\frac{\Delta^3}{3}}
\quad\Rightarrow\quad
\Delta=(2\sqrt3\,\epsilon)^{2/5}.
\]

This is an estimate, since it joins two approximations at one point. The power 2/5 shows that the shortfall in speed vanishes slowly as the Debye length shrinks.

## 8. Floating surface

An isolated surface settles where the electron and ion fluxes are equal. Electrons reach it if \(m_ev^2/2>k_BT_e\chi_w\), with \(m_e\) the electron mass and \(v\) the velocity component towards the wall. Integrating \(v\) over this part of the Maxwellian gives

\[
n_s\sqrt{\frac{k_BT_e}{2\pi m_e}}\,e^{-\chi_w}=n_sc_s
\quad\Rightarrow\quad
\chi_w=\frac12\ln\frac{M}{2\pi m_e}.
\]

An ion entering at \(c_s\) carries \(k_BT_e/2\) and gains \(k_BT_e\chi_w\), so it strikes with energy \(k_BT_e(\chi_w+\tfrac12)\).

## 9. Charging of a low-k trench floor

Consider an argon plasma with \(T_e=3\) eV (the temperature expressed as an energy), \(n_s=5\times10^{10}\) cm\(^{-3}\), pressure 5 mTorr and a 3 cm half-gap. The wafer is unbiased. For \(M=39.95\) u,

\[
c_s=2.69\ \text{km/s},\qquad \lambda_D=58\ \mu\text{m},
\]
\[
J=en_sc_s=2.16\ \text{mA/cm}^2,\qquad \chi_w=4.68 .
\]

The floating drop is \(4.68\times3=14.0\) V and the impact energy is \(14.0+1.5=15.5\) eV.

Now let a trench floor 100 nm wide receive ions but no electrons, the limit of complete electron shading. Beneath it lie 100 nm of porous dielectric with relative permittivity 2.5, and then a conductor held at the floating potential. The trench is far smaller than \(\lambda_D\), so the sheath above is taken as unchanged. The floor charges positively until it turns the ions back, which limits the film voltage to 15.5 V in this single-energy model. The bound on the mean field is

\[
F=\frac{15.5\ \text{V}}{100\ \text{nm}}=1.55\ \text{MV/cm}.
\]

For a plane capacitor the required charge is \(2.5\,\varepsilon_0F=0.34\) μC/cm\(^2\). At full ion current this takes

\[
t=\frac{0.34\times10^{-6}}{2.16\times10^{-3}}\ \text{s}\simeq0.16\ \text{ms}.
\]

The plane capacitor omits fringing fields and gives a lower estimate. A conducting strip embedded wholly in the dielectric has 2.98 times the capacitance and gives 0.48 ms. The strip overestimates the capacitance of an isolated equipotential floor, because replacing the dielectric above it by vacuum lowers the capacitance. A real floor is not isolated: the top surfaces beside the trench stay near the floating potential and add capacitance, enough to exceed the strip value when the trench is no deeper than it is wide. Both times assume the full ion current. A charging floor can also deflect ions towards the side walls, which slows its charging, so neither time is an upper limit. Both are short compared with process steps lasting seconds.

## 10. How far the numbers can be trusted

**Ion temperature.** An ion of speed \(v\) (in units of \(c_s\)) contributes a density proportional to \(v/\sqrt{v^2+2\chi}\), whose slope at the edge is \(-1/v^2\). The criterion becomes \(\langle v^{-2}\rangle\le1\). For speeds spread evenly over \(m\pm a\), \(\langle v^{-2}\rangle=1/(m^2-a^2)\), while the variance \(a^2/3\) equals \(T_i/T_e\). Hence \(m^2\ge1+3T_i/T_e\). A rough \(T_i=0.05\) eV raises the threshold by 2.5%. This formula is for a narrow, even spread. The spread that comes from ions being born at different potentials is wider and skewed towards slow ions, and in a collisionless presheath it puts the mean speed about 14% above \(c_s\).

**Electron loss.** Electrons fast enough to reach the wall do not return. Removing them from the edge distribution lowers the threshold by 0.06%.

**Debye length.** For the collisionless presheath of Section 7, matching the fields with the full \(W\) gives an entrance speed near \(0.95c_s\), a shortfall of about 5%. This marks the width of a transition rather than a sharp edge. When Poisson's equation is kept throughout, the charge separation is only 0.2% at \(0.95c_s\) and 0.5% at \(c_s\), the wall flux is 1% above \(n_sc_s\), and the impact energy stays at 15.5 eV.

**Ion birthplace.** Since \(n_s=n_0/2\), the centre lies \(T_e\ln2=2.1\) V above the edge. With this potential, an ion born there that reaches the edge without a collision has 2.1 eV instead of 1.5 eV, which would raise the film-voltage bound by about 0.6 V. This is an estimate, since the potential comes from a model with a single ion speed at each point.

**Collisions.** With a rough cross-section of \(10^{-14}\) cm\(^2\), the ion mean free path is 6.2 mm. For a field-free edge at \(c_s\), the sheath from \(\chi=0.1\) to the wall is 0.60 mm thick, so roughly one ion in ten collides there and arrives with altered energy or direction. The 3 cm half-gap is about five mean free paths, so ions also collide in the presheath, which the two preceding estimates leave out. Friction raises the presheath field at a given speed and so lowers the matched entrance speed further, to about \(0.90c_s\) for a friction force \(Mu^2/\lambda\) with this mean free path \(\lambda\). It also deepens the presheath: the centre then lies about 3.2 V above the edge and 17 V above the wall. Only about 1% of the ions from the centre arrive without a collision, but a fully shaded floor charges until the fastest ions are turned back, and 1% of the ion current does this in some 20 ms. Collisions in the presheath therefore raise the film-voltage bound, towards 17 V in this estimate.

**Photoemission.** A rough vacuum-ultraviolet flux of \(10^{16}\) cm\(^{-2}\)s\(^{-1}\) and a yield of 0.05 give an emitted flux 3.7% of the ion flux. If all these electrons escape, the floating drop falls by 0.11 V. Bond breaking and charge trapping by photons are outside the model.

**Film conduction.** The bound on the mean field is 0.31 of a rough breakdown field of 5 MV/cm. The local field is stronger near the edges of the charged floor, so this ratio does not rule out breakdown there. Tunnelling through an ideal 3 eV barrier, tilted by the mean field so that the electron emerges inside the film, has probability about \(10^{-99}\) if the free electron mass is used, \(10^{-70}\) for an effective mass half as large, and \(10^{-35}\) if the local field is also twice the mean. A rough leakage of \(10^{-6}\) A/cm\(^2\) is \(5\times10^{-4}\) of the ion current. Neither estimate includes conduction induced by light, which would lower the film voltage.

**The real process.** The plasma values are roughly those of low-pressure inductive processing. When the wafer is driven, the assumption of a static, unbiased sheath fails. A 13.56 MHz drive is 1.8 times the ion plasma frequency of 7.4 MHz, so ions neither follow the sheath voltage instantly nor respond purely to its average. A wafer bias of 100 V, a rough working value, would add ion energy of that order and make the 15.5 V bound inapplicable. Partial electron access to the trench acts the other way and reduces the charging. The mean field of 1.55 MV/cm is therefore the limit of the single-energy model for the unbiased, fully shaded case, not a prediction for a general etch step. The numerical output lists the values used.

## Computed values

```
Threshold speed/c_s for chi step 0.1: 0.96749
Threshold speed/c_s for chi step 0.01: 0.99667
Threshold speed/c_s for chi step 0.001: 0.99967
Spatial growth rate at 1.2 c_s: 0.5528 per Debye length
Standing wave number at 0.8 c_s: 0.7500 per Debye length
Largest growth rate in time, c_s/Debye length: 1.1e-15
Standing modes at 0.8 c_s: 2
Standing modes at 1.2 c_s, same box: 0
Least edge slope at 0.9 c_s: 0.0504 T_e/(e Debye length)
Least edge field at 0.9 c_s: 26.3 V/cm
Presheath length: 0.5708 c_s/ionization rate
Input electron temperature: 3 eV
Input edge density: 5.0e+10 cm^-3
Input argon mass: 39.95 u
Input pressure: 5 mTorr
Input gas temperature: 300 K
Input plasma half-gap: 3 cm
Input remaining film thickness: 100 nm
Input trench width: 100 nm
Input relative permittivity: 2.5
Bohm speed: 2.692 km/s
Ion energy at edge: 1.500 eV
Debye length: 57.6 um
Ion flux: 1.346e+16 cm^-2 s^-1
Ion current density: 2.156 mA/cm2
Floating drop chi_w: 4.679
Floating drop: 14.04 V
Ion impact energy: 15.54 eV
Sheath from chi=0.1 to wall: 603 um
Upper bound on shaded film voltage: 15.54 V
Upper bound on shaded film field: 1.55 MV/cm
Charging time, plane capacitor: 0.159 ms
Embedded strip/plane capacitance: 2.98
Charging time, embedded strip: 0.475 ms
Rough ion temperature: 0.05 eV
Warm-ion threshold/c_s: 1.0247
Threshold/c_s with electron wall loss: 0.99939
Finite-Debye-length entrance estimate/c_s: 0.947
Rough ion-neutral cross-section: 1e-14 cm2
Ion mean free path: 6.21 mm
Sheath thickness/ion mean free path: 0.097
Ion plasma frequency: 7.44 MHz
Drive frequency/ion plasma frequency: 1.82
Rough vacuum-ultraviolet flux: 1e+16 cm^-2 s^-1
Rough photoelectron yield: 0.05
Photoemission/ion flux: 0.0372
Floating-drop reduction by photoemission: 0.109 V
Rough breakdown field: 5 MV/cm
Film field/breakdown field: 0.311
Rough tunnelling barrier: 3 eV
log10 tunnelling probability: -99
Rough film leakage: 1e-06 A/cm2
Leakage/ion current: 4.6e-04
```
